# Heat conductance of four ideal phonon channels in a suspended beam

## Problem

A thin insulating beam is suspended between two heat baths near \(T=100\) mK. Four of its phonon branches start at zero frequency: one stretching, one twisting and two bending branches. Each transmits every thermally excited wave perfectly from one bath to the other, and no other branch is excited. What is the total thermal conductance \(G\) between the baths, defined as the net heat flow divided by a small temperature difference? Does it matter that bending waves are slower than stretching waves?

The algebra uses atomic units, so \(\hbar=1\) and \(h=2\pi\), but \(k_B\) is kept so that \(T\) remains a temperature. The beam lies along \(x\), \(k\) is the wave number, \(\omega\) the angular frequency and \(v=d\omega/dk\) the group velocity. A mode in equilibrium at temperature \(T\) holds on average

\[
n(\omega,T)=\frac{1}{e^{\omega/k_BT}-1}
\]

phonons. The zero-point energy does not depend on temperature and drops out of the conductance.

## A tempting but wrong solution

In a beam of length \(L\), allowed wave numbers are spaced by \(2\pi/L\). Each frequency of a branch occurs at both \(+k\) and \(-k\), so the number of modes per unit length and frequency is

\[
D(\omega)=2\cdot\frac{1}{2\pi}\frac{dk}{d\omega}=\frac{1}{\pi v}.
\]

The thermal energy per unit length and frequency is \(\omega nD\). This energy travels at speed \(v\), so the hot bath sends

\[
P_{\text{wrong}}(T)=\int_0^\infty v\,\omega n\,\frac{1}{\pi v}\,d\omega
=\frac{1}{\pi}\int_0^\infty \omega n\,d\omega .
\]

The cold bath sends the same expression at its own temperature. Subtracting the two and differentiating with respect to \(T\) gives \(\pi k_B^2T/3\) per branch, by an integral worked out below. Four branches at 100 mK would then conduct 0.757 pW/K.

## Where the fault lies

The density of modes is correct, and so is the cancellation of \(v\). The error is to multiply the whole energy density by \(+v\). Half of the modes counted in \(D\) have negative group velocity and carry energy the other way.

A beam in equilibrium at one temperature shows this. Its energy density is \(\omega nD\), yet its net heat flow is zero, because the two halves cancel. The expression \(v\,\omega nD\) is therefore not the flow in the beam. Nor is it the flow sent by one bath, since a bath fills only the waves that leave it.

Setting the two bath temperatures equal does not reveal the mistake: the wrong expression is subtracted from itself and gives zero, as it should. An overall factor of two survives that comparison.

With perfect transmission, waves moving right carry the hot bath's occupation \(n(\omega,T_h)\), and waves moving left carry the cold bath's occupation \(n(\omega,T_c)\). Each group has density \(D/2=1/(2\pi v)\). The net flow per unit frequency is thus

\[
v\,\omega\,\frac{1}{2\pi v}\,[n(\omega,T_h)-n(\omega,T_c)],
\]

which is half the tempting result.

## The right solution

### Why there are four branches

A branch starts at zero frequency if the cross-section has a motion at \(k=0\) that costs no elastic energy. At \(k=0\) the displacement \((u_x,u_y,u_z)\) depends only on \(y\) and \(z\), and in a stable solid zero energy requires every strain to vanish.

The shear strains containing \(u_x\) give \(\partial_yu_x=\partial_zu_x=0\), so \(u_x=a\), a constant. The condition \(\partial_yu_y=0\) makes \(u_y\) a function of \(z\) alone, and \(\partial_zu_z=0\) makes \(u_z\) a function of \(y\) alone. The remaining strain requires

\[
\frac{du_y}{dz}+\frac{du_z}{dy}=0 .
\]

The first term depends on \(z\) and the second on \(y\), so each must be constant. Hence

\[
u_y=b-\theta z,\qquad u_z=c+\theta y .
\]

The four free constants \(a,b,c,\theta\) describe three translations and one rotation about the beam axis. They are the starting points of the stretching, two bending and twisting branches.

### Heat sent into one branch

The waves leaving one bath have \(v>0\), and their density in \(k\) is \(1/2\pi\) per unit length. The heat sent is

\[
P(T)=\int\frac{dk}{2\pi}\,v\,\omega\,n(\omega,T)
=\frac{1}{2\pi}\int_0^\infty\omega\,n(\omega,T)\,d\omega ,
\]

because \(v\,dk=d\omega\). This answers the question about slow waves. For stretching, \(\omega=ck\) at long wavelength and \(v=c\). For bending without tension, \(\omega=\alpha k^2\) and \(v=2\alpha k\). A slower branch has more modes in a given frequency interval, and the two effects cancel. What matters is that the branch covers all thermal frequencies once, starting from zero.

### The temperature derivative

Let \(x=\omega/(k_BT)\). At fixed \(\omega\), \(\partial x/\partial T=-x/T\), so

\[
\frac{\partial n}{\partial T}
=-\frac{e^x}{(e^x-1)^2}\left(-\frac{x}{T}\right)
=\frac{1}{T}\frac{x e^x}{(e^x-1)^2}.
\]

With \(\omega=k_BTx\) and \(d\omega=k_BT\,dx\), the conductance of one channel is

\[
G_1=\frac{dP}{dT}=\frac{k_B^2T}{2\pi}\,I,\qquad
I=\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx .
\]

Since \(e^x/(e^x-1)^2=-\dfrac{d}{dx}\dfrac{1}{e^x-1}\), integration by parts gives

\[
I=\left[-\frac{x^2}{e^x-1}\right]_0^\infty
+2\int_0^\infty\frac{x}{e^x-1}\,dx .
\]

The bracket vanishes at both ends: it behaves as \(-x\) near zero and decays exponentially at large \(x\). Expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) and using \(\int_0^\infty xe^{-mx}dx=1/m^2\),

\[
I=2\sum_{m=1}^{\infty}\frac{1}{m^2}.
\]

The sum follows from the Fourier series of \(f(s)=s\) on \((-\pi,\pi)\), whose sine coefficients are \(2(-1)^{m+1}/m\). Parseval's relation equates \(\frac1\pi\int_{-\pi}^{\pi}s^2ds=2\pi^2/3\) to \(\sum4/m^2\). The sum is therefore \(\pi^2/6\), and \(I=\pi^2/3\). Thus

\[
G_1=\frac{k_B^2T}{2\pi}\cdot\frac{\pi^2}{3}=\frac{\pi k_B^2T}{6}.
\]

In ordinary units a power is an energy squared divided by \(\hbar\), so

\[
G_1=\frac{\pi k_B^2T}{6\hbar}=\frac{\pi^2k_B^2T}{3h}.
\]

### The number

At \(T=0.100\) K the SI values of the constants give \(G_1=0.09464\) pW/K. The four channels act in parallel:

\[
G=4\times0.09464\ \text{pW/K}=0.379\ \text{pW/K}.
\]

This is near 0.38 pW/K, or \(2.36\times10^6\) eV/(s K). No length, stiffness or density enters.

If a channel transmits only a fraction \(\mathcal T(\omega)\le1\), that factor multiplies the integrand of \(I\), which is positive. The result is therefore an upper bound for these four channels. It is not a bound for the whole beam if further branches are excited.

### A finite temperature difference

The same series gives \(\int_0^\infty x/(e^x-1)\,dx=\pi^2/6\), so \(P(T)=\pi k_B^2T^2/12\). For one channel,

\[
P(T_h)-P(T_c)=\frac{\pi k_B^2}{12}(T_h^2-T_c^2)
=\frac{\pi k_B^2}{6}\,\frac{T_h+T_c}{2}\,(T_h-T_c).
\]

For a perfectly transmitting branch that starts at zero frequency, the heat flow equals the conductance at the mean temperature times the difference, even when the difference is not small. A branch with a gap does not obey this rule. With baths at 110 and 90 mK, four channels carry \(0.3786\times0.020=0.00757\) pW.

## A silicon nitride beam

Take an amorphous silicon nitride beam 200 nm wide and 60 nm thick, with a uniform part 1000 nm long. Rough typical material values are a Young modulus of 250 GPa, a Poisson ratio of 0.23 and a density of 3100 kg/m³. The three-dimensional elastic waves of the free rectangular beam were computed by expanding the displacement in products of Legendre polynomials across the section and diagonalizing the elastic energy at each \(k\). The heat flow was then summed over \(k\) with the computed group velocities and perfect transmission.

At 20 mK the sum over all computed branches gives 4.000 channels. A tensile stress of 1 GPa raises the energy of the lowest bending wave at \(k=0.00408\ \text{nm}^{-1}\) from 1.69 to 2.28 µeV, with the beam otherwise unchanged. The sum remains 4.000 channels, as the cancellation of \(v\) requires.

### Branches with a gap

The next branches start at 46.8, 59.2 and 95.1 µeV, while \(k_BT=8.617\) µeV at 100 mK. Suppose a branch rises steadily from a cutoff \(\omega_0\), and let \(x_0=\omega_0/(k_BT)\gg1\). Then \(e^x/(e^x-1)^2\approx e^{-x}\), and its share of one full channel is

\[
\frac{3}{\pi^2}\int_{x_0}^{\infty}x^2e^{-x}dx
=\frac{3}{\pi^2}(x_0^2+2x_0+2)e^{-x_0},
\]

after two integrations by parts. The first gap has \(x_0=46.76/8.617=5.43\) and contributes 0.057 channel. Treating all three gaps this way gives 0.077. The third branch in fact dips slightly below its starting energy before it rises, but its share is too small for this to matter here. The full sum over \(k\) gives 4.079 channels, or 0.386 pW/K, which is 2% above the four-channel value. Cooling suppresses this addition exponentially.

### Reflection at the ends

Perfect transmission is a stronger assumption. Let the beam keep its thickness but widen beyond each end of the uniform part as \(\cosh^2(s/\ell)\), where \(s\) is the distance from that end. For stretching waves with bar speed \(c=8.98\) nm/ps and \(k=\omega/c\), a one-dimensional model with cross-sectional area \(A=q^2\) reads \((q^2u')'+k^2q^2u=0\). Setting \(u=\psi/q\) gives \(q^2u'=q\psi'-q'\psi\), whose derivative is \(q\psi''-q''\psi\). Hence

\[
\psi''+\left(k^2-\frac{q''}{q}\right)\psi=0 .
\]

In the uniform part \(q''=0\). In the widening parts \(q\propto\cosh(s/\ell)\), so \(q''/q=1/\ell^2\) and the wave number is \(\kappa=\sqrt{k^2-1/\ell^2}\). Waves with \(k<1/\ell\) decay there and carry no heat through a taper that continues without end; through a taper only one or two \(\ell\) long, part of them leaks.

Above the cutoff, \(\psi\) and \(\psi'\) are continuous at the joints because \(q'=0\) there. Let the uniform part run from \(x=0\) to \(x=L\), with outgoing amplitude \(t\) at \(L\). Then \(\psi(L)=t\) and \(\psi'(L)=i\kappa t\). Carrying these back to \(x=0\),

\[
\psi(0)=t\left(\cos kL-\frac{i\kappa}{k}\sin kL\right),\quad
\psi'(0)=t\,(k\sin kL+i\kappa\cos kL).
\]

The incoming amplitude is \(\tfrac12[\psi(0)+\psi'(0)/(i\kappa)]\). Setting it to one gives

\[
\frac1t=\cos kL-\frac i2\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)\sin kL .
\]

Taking the squared modulus and using \((k^2+\kappa^2)^2-4k^2\kappa^2=(k^2-\kappa^2)^2=1/\ell^4\),

\[
\mathcal T=|t|^2=\left[1+\frac{\sin^2kL}{4k^2\kappa^2\ell^4}\right]^{-1}.
\]

Numerical integration of \(\mathcal T\) with the thermal weight at 100 mK gives 0.761 of a full stretching channel for \(\ell=1000\) nm and 0.979 for \(\ell=10000\) nm, with \(L=1000\) nm in both cases and tapers that continue without end. If the other three channels stayed perfect, the shorter taper would leave \(3.761\times0.09464=0.356\) pW/K, a loss of 6% relative to four ideal channels.

The cutoff energy \(\hbar c/\ell\) explains most of this loss. It is 5.91 µeV for the shorter taper, or \(x=0.686\). The integrand of \(I\) equals \([(x/2)/\sinh(x/2)]^2\), which is at most one, so the waves below cutoff account for at most \((3/\pi^2)\times0.686=0.209\) channel. The rest of the missing 0.239 is reflection above cutoff. At fixed \(\ell\), cooling moves more of the thermal weight below cutoff, so with endless tapers the stretching channel eventually closes. This belongs to the endless taper. If the tapers end in uniform wide sections, the share depends on where they end, and in the same one-dimensional equation sufficiently long waves pass again.

### What this means for a real beam

The dimensions and temperature are comparable with those of silicon nitride beams used to support small low-temperature heaters and thermometers. A structure held by several identical beams has the sum of their conductances. The ideal value excludes heat carried by electrons in metal leads and by electromagnetic radiation, neither of which is sized here.

The end correction is indicative. The mean energy under the thermal weight is \(2.19\,k_BT\), for which a stretching wave is about 2000 nm long. At a distance \(2\ell\) into the shorter taper the width is already about 2800 nm, so a one-dimensional wave is no longer a good description. Bending and twisting waves obey different taper equations, and their losses have not been computed.

Scattering by defects inside the beam can be sized roughly at the same mean energy, where the shortest wavelength among the four branches of the unstressed beam is \(\lambda=441\) nm. Two-level defects in the glass, with an assumed mean free path of 150 wavelengths, would scatter about 1.5% of that wave over 1000 nm. This is only an order-of-magnitude estimate. Scattering by rough surfaces is not sized here. The familiar picture of a ray reflected again and again between the faces needs a wavelength short compared with the thickness, whereas \(\lambda\) is about seven times the thickness.

For this beam, then, 0.38 pW/K is a sound ideal value at 100 mK, while the largest correction computed here is the loss at the ends with the shorter taper. With the longer taper, the stretching wave loses only 0.021 channel, less than the 0.079 channel added by the gapped branches. With endless tapers of this shape, approaching the ideal four-channel value requires \(\ell\) to be long compared with \(\hbar c/(k_BT)\) for the stretching wave, good transmission of the other three waves, and a cross-section small enough to keep the gapped branches cold.
